# Pseudo partial waves from a tuned cutoff potential: existence, uniqueness and nodes: a numerical check

```python
"""
Result under test (Rydberg units, lengths in bohr):
A pseudo partial wave u(r;c) solves
    -u'' + [l(l+1)/r^2 + vs(r) + c*k(r) - e] u = 0,  u ~ r^(l+1) at r = 0,
with e the all-electron energy, vs a smooth potential and k >= 0 a cutoff
function that vanishes for r >= rc.  Its logarithmic derivative
D(c) = u'(rc)/u(rc) obeys dD/dc = int_0^rc k u^2 dr / u(rc)^2 > 0.
D runs from -infinity to +infinity between poles, so every branch holds one
c that matches the all-electron wave; branch n has n nodes inside rc.
Example: Ca atom, exchange-only LDA, 4s and 3p waves.
"""
import numpy as np
from numpy.polynomial import legendre as leg
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp
from scipy.linalg import eigh, solve
from scipy.optimize import brentq
from scipy.special import roots_jacobi, eval_legendre

RY_EV = physical_constants["Rydberg constant times hc in eV"][0]
Z = 20
R_BOX = 40.0      # outer wall, bohr
R_MAP = 1.0       # length scale of the radial map, bohr
RC = 3.0          # matching radius, bohr
DELTA = 2 * R_MAP / R_BOX


def lobatto(n):
    """Gauss-Lobatto-Legendre nodes, weights, differentiation matrix."""
    x = np.concatenate(([-1.0], roots_jacobi(n - 2, 1, 1)[0], [1.0]))
    p = eval_legendre(n - 1, x)
    w = 2 / (n * (n - 1) * p**2)
    d = p[:, None] / p[None, :] / (x[:, None] - x[None, :] + np.eye(n))
    np.fill_diagonal(d, 0.0)
    d[0, 0], d[-1, -1] = -n * (n - 1) / 4, n * (n - 1) / 4
    return x, w, d


def full_mesh(n):
    """Mesh on (0, R_BOX): interior nodes, weights, stiffness matrix."""
    x, w, d = lobatto(n)
    den = 1 - x + DELTA
    r = R_MAP * (1 + x) / den
    jac = R_MAP * (2 + DELTA) / den**2
    stiff = d.T @ ((w / jac)[:, None] * d)
    return x, r[1:-1], (w * jac)[1:-1], stiff[1:-1, 1:-1]


def levels(l, v, r, mass, stiff):
    """Radial eigenvalues and normalized u(r) with u = 0 at both ends."""
    root = np.sqrt(mass)
    h = stiff / np.outer(root, root) + np.diag(v + l * (l + 1) / r**2)
    e, vec = eigh(h)
    return e, vec / root[:, None]


# ---------- all-electron atom ----------
x, r, mass, stiff = full_mesh(120)
screen = 2 * (Z - 1) * (1 - np.exp(-2 * r)) / r
for iteration in range(500):
    es, us = levels(0, screen - 2 * Z / r, r, mass, stiff)
    ep, up = levels(1, screen - 2 * Z / r, r, mass, stiff)
    dens = 2 * np.sum(us[:, :4]**2, axis=1) + 6 * np.sum(up[:, :2]**2, axis=1)
    v_h = 2 * Z / R_BOX + solve(stiff, mass * 2 * dens / r) / r
    v_x = -2 * (3 * dens / (4 * np.pi * r**2) / np.pi)**(1 / 3)
    change = np.max(np.abs(r * (v_h + v_x - screen)))
    if change < 1e-6:
        break
    screen = screen + 0.3 * (v_h + v_x - screen)
assert change < 1e-6
kinetic = sum(2 * us[:, i] @ stiff @ us[:, i] for i in range(4))
for i in range(2):
    u = up[:, i]
    kinetic += 6 * (u @ stiff @ u + np.sum(mass * 2 * u**2 / r**2))
total = kinetic + np.sum(mass * dens * (-2 * Z / r + v_h / 2 + 0.75 * v_x))
assert abs(total / kinetic + 1) < 1e-6      # virial theorem

vander = leg.legvander(x, len(x) - 1)


def expand(inner, right_end):
    return solve(vander, np.concatenate(([0.0], inner, [right_end])))


def value_slope(coef, radius):
    s = (radius * (1 + DELTA) - R_MAP) / (radius + R_MAP)
    ds = R_MAP * (2 + DELTA) / (radius + R_MAP)**2
    return leg.legval(s, coef), leg.legval(s, leg.legder(coef)) * ds


screen_coef = expand(r * screen, 2.0 * Z)
s_rc, ds_rc = value_slope(screen_coef, RC)
v_rc = (s_rc - 2 * Z) / RC
dv_rc = (ds_rc - v_rc) / RC
B = dv_rc / (2 * RC)
A = v_rc - B * RC**2


def cutoff(radius):
    return np.maximum(0.0, 1 - (radius / RC)**2)**3


def shoot(c, l, e, shape=cutoff):
    """Outward integration; returns D, int k u^2, u, u', nodes, int u^2."""
    r0 = 1e-3

    def rhs(t, y):
        k = shape(t)
        q = l * (l + 1) / t**2 + A + B * t * t + c * k - e
        return [y[1], q * y[0], k * y[0]**2, y[0]**2]

    g = (A + c * shape(0.0) - e) / (4 * l + 6)
    start = [1 + g * r0**2, (l + 1) / r0 * (1 + g * r0**2) + 2 * g * r0,
             shape(0.0) * r0 / (2 * l + 3), r0 / (2 * l + 3)]
    sol = solve_ivp(rhs, (r0, RC), start, method="DOP853", rtol=1e-11,
                    atol=1e-11, t_eval=np.linspace(r0, RC, 300))
    assert sol.success
    u, du, ku2, u2 = sol.y[:, -1]
    nodes = int(np.sum(sol.y[0, 1:] * sol.y[0, :-1] < 0))
    return du / u, ku2, u, du, nodes, u2


def difference_slope(c, l, e, h):
    """Four-point finite-difference derivative of D with respect to c."""
    dm2, dm1, dp1, dp2 = [shoot(c + j * h, l, e)[0] for j in (-2, -1, 1, 2)]
    return (dm2 - 8 * dm1 + 8 * dp1 - dp2) / (12 * h)


# ---------- Dirichlet problem on (0, rc), whose eigenvalues are poles ------
xi, wi, di = lobatto(40)
ri_all = RC * (1 + xi) / 2
wi_all = wi * RC / 2
stiff_in = (di.T @ ((wi * 2 / RC)[:, None] * di))[1:-1, 1:-1]
ri, mi = ri_all[1:-1], wi_all[1:-1]


def poles(l, e, count, shift=100.0):
    weight = np.diag(mi * cutoff(ri))
    op = stiff_in + np.diag(mi * (l * (l + 1) / ri**2 + A + B * ri**2 - e))
    tau = eigh(weight, op + shift * weight, eigvals_only=True)[::-1]
    return shift - 1 / tau[:count]


xf, rf, mf, kf = full_mesh(240)
v_fine = (value_slope(screen_coef, rf)[0] - 2 * Z) / rf

print("Ca atom, exchange-only LDA, Z =", Z)
print(f"total energy {total:.4f} Ry, kinetic energy {kinetic:.4f} Ry")
print(f"matching radius rc = {RC:.1f} bohr")
print(f"v(rc) = {v_rc:.5f} Ry, v'(rc) = {dv_rc:.5f} Ry/bohr")
print(f"smooth potential a = {A:.5f} Ry, b = {B:.5f} Ry/bohr^2")

for name, l, e, u_ae in (("4s", 0, es[3], us[:, 3]), ("3p", 1, ep[1], up[:, 1])):
    coef = expand(u_ae, 0.0)
    u_rc, du_rc = value_slope(coef, RC)
    target = du_rc / u_rc
    inside = u_ae[r < RC]
    ae_nodes = int(np.sum(inside[1:] * inside[:-1] < 0))
    between = u_ae[(r > RC) & (r < 12)]
    assert np.all(between * u_rc > 0)       # no node outside rc
    ae_norm = np.sum(wi_all * value_slope(coef, ri_all)[0]**2)
    print(f"--- {name}: energy {e:.5f} Ry, inner all-electron nodes {ae_nodes}")
    print(f"{name} all-electron u'/u at rc = {target:.5f} 1/bohr")
    c_pole = poles(l, e, 3)

    for n in range(3):
        # pole from diagonalization must be a zero of the integrated u(rc)
        at = shoot(c_pole[n], l, e)
        assert abs(at[2] / (RC * at[3])) < 1e-6
        h = 1e-3
        above = shoot(c_pole[n] + h, l, e)[0]
        below = shoot(c_pole[n] - h, l, e)[0]
        assert above < -50 and below > 50
        residue = -at[3]**2 / at[1]
        assert abs((above - below) * h / 2 / residue - 1) < 1e-3

        # monotonic rise and node number over the whole branch
        if n == 0:
            scan = c_pole[0] + np.geomspace(0.05, 50, 9)
        else:
            scan = c_pole[n] + np.linspace(0.05, 0.95, 9) * (
                c_pole[n - 1] - c_pole[n])
        runs = [shoot(c, l, e) for c in scan]
        d_scan = np.array([run[0] for run in runs])
        assert np.all(np.diff(d_scan) > 0)
        assert all(run[4] == n for run in runs)

        # matching strength on this branch
        def mismatch(c):
            run = shoot(c, l, e)
            return run[3] - target * run[2]

        low = c_pole[n]
        if n == 0:
            step = 1.0
            while mismatch(low) * mismatch(low + step) > 0:
                step *= 2
                assert step < 5000
            high = low + step
        else:
            high = c_pole[n - 1]
        c_match = brentq(mismatch, low, high, xtol=1e-10)
        got = shoot(c_match, l, e)
        assert abs(got[0] - target) < 1e-6 and got[4] == n

        # slope: finite differences of D against the integral; D varies on
        # the scale of the distance to the nearest pole, and so must the step
        distance = np.min(np.abs(c_match - c_pole))
        slope_fd = difference_slope(c_match, l, e, 0.02 * distance)
        slope_int = got[1] / got[2]**2
        assert abs(slope_fd / slope_int - 1) < 1e-5

        # full-space spectrum; tolerance covers the kink of v'' at rc
        w_pot = np.where(rf < RC, A + B * rf**2 + c_match * cutoff(rf), v_fine)
        e_ps, u_ps = levels(l, w_pot, rf, mf, kf)
        assert abs(e_ps[n] - e) < 1e-4
        outer = (rf > RC) & (rf < 8)
        ratio = u_ps[outer, n] / value_slope(coef, rf[outer])[0]
        assert np.max(np.abs(ratio / np.mean(ratio) - 1)) < 1e-3

        print(f"{name} branch {n}: pole c_{n} = {c_pole[n]:.5f} Ry, "
              f"matched c = {c_match:.5f} Ry")
        print(f"  dD/dc: integral {slope_int:.6f}, "
              f"differences {slope_fd:.6f} 1/(bohr Ry)")
        print(f"  level {n + 1} of matched potential = {e_ps[n]:.5f} Ry")
        if n == 0:
            ps_norm = got[5] * (u_rc / got[2])**2
            print(f"  nodeless c = {c_match * RY_EV:.4f} eV")
            print(f"  norm inside rc: all-electron {ae_norm:.5f}, "
                  f"pseudo {ps_norm:.5f}")
        if n == 0 and name == "3p":
            coarse = difference_slope(c_match, l, e, 0.01)
            print(f"  distance to pole {distance:.5f} Ry; relative slope error")
            print(f"  with step 0.01 Ry: {abs(coarse / slope_int - 1):.1e}, "
                  f"pole estimate {4 * (0.01 / distance)**4:.1e}")
        if name == "4s":
            for j in (0, 4, 8):
                print(f"  D({scan[j]:.4f} Ry) = {d_scan[j]:.4f} 1/bohr")

# ---------- large c: unbounded D, unless k ends before rc ----------
e4s = es[3]
strong = (1e2, 1e3, 1e4)
d_strong = [shoot(c, 0, e4s)[0] for c in strong]
assert d_strong[0] < d_strong[1] < d_strong[2]
assert d_strong[2] > 1.5 * d_strong[0]
for c, d in zip(strong, d_strong):
    print(f"4s, large c: D({c:.0f} Ry) = {d:.4f} 1/bohr")

R1 = 0.6 * RC


def short_step(radius):
    return 1.0 if radius < R1 else 0.0


wall = solve_ivp(lambda t, y: [y[1], (A + B * t * t - e4s) * y[0]], (R1, RC),
                 [0.0, 1.0], method="DOP853", rtol=1e-10, atol=1e-12)
assert np.all(wall.y[0, 1:] > 0)
d_limit = wall.y[1, -1] / wall.y[0, -1]
d_short = [shoot(c, 0, e4s, short_step)[0] for c in (2500.0, 10000.0)]
assert d_short[0] < d_short[1] < d_limit
assert d_limit - d_short[1] < 0.03
print(f"step k ending at {R1:.1f} bohr: D(2500 Ry) = {d_short[0]:.4f} 1/bohr")
print(f"step k: D(10000 Ry) = {d_short[1]:.4f}, bound {d_limit:.4f} 1/bohr")
print("PASS")
```

It prints:

```
Ca atom, exchange-only LDA, Z = 20
total energy -1348.3202 Ry, kinetic energy 1348.3202 Ry
matching radius rc = 3.0 bohr
v(rc) = -0.67965 Ry, v'(rc) = 0.45962 Ry/bohr
smooth potential a = -1.36909 Ry, b = 0.07660 Ry/bohr^2
--- 4s: energy -0.22272 Ry, inner all-electron nodes 3
4s all-electron u'/u at rc = 0.14966 1/bohr
4s branch 0: pole c_0 = -0.30291 Ry, matched c = 4.37207 Ry
  dD/dc: integral 0.082491, differences 0.082491 1/(bohr Ry)
  level 1 of matched potential = -0.22272 Ry
  nodeless c = 59.4851 eV
  norm inside rc: all-electron 0.24632, pseudo 0.24606
  D(-0.2529 Ry) = -23.3450 1/bohr
  D(1.2782 Ry) = -0.4501 1/bohr
  D(49.6971 Ry) = 0.8640 1/bohr
4s branch 1: pole c_1 = -8.52682 Ry, matched c = -4.27838 Ry
  dD/dc: integral 0.237989, differences 0.237989 1/(bohr Ry)
  level 2 of matched potential = -0.22272 Ry
  D(-8.1156 Ry) = -5.7223 1/bohr
  D(-4.4149 Ry) = 0.1169 1/bohr
  D(-0.7141 Ry) = 3.0621 1/bohr
4s branch 2: pole c_2 = -23.19165 Ry, matched c = -17.38001 Ry
  dD/dc: integral 0.178300, differences 0.178300 1/(bohr Ry)
  level 3 of matched potential = -0.22272 Ry
  D(-22.4584 Ry) = -5.1249 1/bohr
  D(-15.8592 Ry) = 0.3912 1/bohr
  D(-9.2601 Ry) = 3.9521 1/bohr
--- 3p: energy -1.96278 Ry, inner all-electron nodes 1
3p all-electron u'/u at rc = -1.26224 1/bohr
3p branch 0: pole c_0 = -7.56705 Ry, matched c = -7.38000 Ry
  dD/dc: integral 13.062802, differences 13.062794 1/(bohr Ry)
  level 1 of matched potential = -1.96278 Ry
  nodeless c = -100.4101 eV
  norm inside rc: all-electron 0.99194, pseudo 0.58265
  distance to pole 0.18704 Ry; relative slope error
  with step 0.01 Ry: 3.3e-05, pole estimate 3.3e-05
3p branch 1: pole c_1 = -19.75156 Ry, matched c = -19.19384 Ry
  dD/dc: integral 4.456321, differences 4.456318 1/(bohr Ry)
  level 2 of matched potential = -1.96278 Ry
3p branch 2: pole c_2 = -38.11317 Ry, matched c = -37.06876 Ry
  dD/dc: integral 2.436589, differences 2.436587 1/(bohr Ry)
  level 3 of matched potential = -1.96278 Ry
4s, large c: D(100 Ry) = 1.0713 1/bohr
4s, large c: D(1000 Ry) = 1.9128 1/bohr
4s, large c: D(10000 Ry) = 3.1677 1/bohr
step k ending at 1.8 bohr: D(2500 Ry) = 0.5626 1/bohr
step k: D(10000 Ry) = 0.5723, bound 0.5821 1/bohr
PASS
```
